# Choosing the temperature range for donor fits in a doped monolayer

## The setting and the result

Programs that compute carrier statistics from a density of states and a set of defect levels take a list of temperatures. When their model is fitted to measured carrier densities, that list decides which parameters can be learned. It is distinct from the smearing temperature of a self-consistent calculation.

Take a monolayer with donor density $N_D$, fixed compensating charge $N_A$ and ionisation energy $E_D$, and write $\Delta=N_D-N_A$. In the example below, fifteen densities between 80 and 500 K, each with 4% random error, bound all these quantities. Fifteen equally precise densities between 300 and 500 K bound $\Delta$ to within a factor of 1.6, but allow $N_D$ to vary by a factor of 39. They exclude neither $E_D=0$ nor $N_A=0$. Two cold thresholds matter: moderate freeze-out is enough to exclude $E_D=0$, whereas compensation appears only further down, in the example once the carrier density has fallen to about half of $N_A$.

## The carrier density

Energies are measured from the band edge, $\beta=1/kT$, and $\eta=\beta\mu$, where $\mu$ is the Fermi level. The band is parabolic with mass $m$ and fourfold degeneracy, from two spins and two valleys. Its density of states per area, $D=4m/(2\pi\hbar^2)$, is constant, so

$$n=\int_0^\infty\frac{D\,d\epsilon}{1+e^{\beta\epsilon-\eta}}=N_c\ln(1+e^\eta),\qquad N_c=DkT .$$

Inversion gives $e^\eta=e^{n/N_c}-1$.

A donor is either empty, with statistical weight 1, or holds one electron at energy $-E_D$ in one of $g=4$ states, with total weight $g e^{\eta+\beta E_D}$. Double occupation is excluded by repulsion. The ionised density is therefore

$$N_D^+=\frac{N_D}{1+u},\qquad u=g e^{\beta E_D}\left(e^{n/N_c}-1\right).$$

Neutrality requires $n+N_A=N_D^+$. Multiplying by $1+u$ and subtracting $N_D=\Delta+N_A$ gives

$$G(n)=n-\Delta+(n+N_A)u=0 .$$

With $u'=du/dn$, the slope is $G'=1+u+(n+N_A)u'>0$, so there is one root. Also $G''=2u'+(n+N_A)u''>0$, so $G$ is convex.

For $n\ll N_c$, $e^{n/N_c}-1\approx n/N_c$ and $u\approx n/K$, where

$$K(T)=\frac{N_c}{g}e^{-\beta E_D}.$$

Neutrality becomes the mass-action law

$$n(n+N_A)=K(\Delta-n),$$

whose positive root is

$$n=\frac{2K\Delta}{N_A+K+\sqrt{(N_A+K)^2+4K\Delta}} .$$

Because $e^x-1\ge x$, the approximation underestimates $u$, and this root lies at or above the full one. Newton's method started there descends steadily, since each tangent to a convex increasing function meets zero between the current point and the root.

Three limits follow from the mass-action law:

- **Compensated freeze-out**, $n\ll N_A$ and $n\ll\Delta$: the law reduces to $nN_A\approx K\Delta$, so $n\approx K\Delta/N_A$.
- **Uncompensated freeze-out**, $N_A\ll n\ll\Delta$: it reduces to $n^2\approx K\Delta$, so $n\approx\sqrt{K\Delta}$.
- **Near exhaustion**, $K\gg N_D$: setting $n\approx\Delta$ on the left gives $\Delta-n\approx\Delta N_D/K$.

## What each temperature can tell

Differentiate $G=0$ implicitly, treating $\Delta$, $N_A$ and $E_D$ as independent. At fixed $n$ the derivatives of $G$ are $-1$, $u$ and $\beta(n+N_A)u$. Hence

$$\frac{\partial n}{\partial\Delta}=\frac1{G'},\qquad
\frac{\partial n}{\partial N_A}=-\frac{u}{G'},\qquad
\frac{\partial n}{\partial E_D}=-\frac{\beta(n+N_A)u}{G'} .$$

The last two vanish as $u\to0$, that is, as the neutral donor fraction $u/(1+u)$ vanishes. An empty donor carries no information about its binding energy. Their ratio is

$$\frac{\partial n/\partial N_A}{\partial n/\partial E_D}=\frac{kT}{n+N_A}.$$

If this ratio were constant over the window, a rise in $N_A$ could be cancelled, to first order, by a fall in $E_D$. In the example it is 2.2 meV per $10^{10}$ cm$^{-2}$ at 80 K, 3.0 at 300 K and 4.5 at 500 K. The two parameters are thus correlated in both windows. With a fixed relative error in $n$, what counts is the change in $\ln n$. Dividing by $n$ gives $|\partial\ln n/\partial N_A|=u/(nG')$, which is about 0.31 per $10^{10}$ cm$^{-2}$ at 80 K but only 0.019 at 300 K. The relative sensitivity to $E_D$ grows similarly on cooling, so cold points carry far more information about both parameters. The neutral fraction is 0.69 at 80 K, 0.13 at 300 K and 0.045 at 500 K.

Near exhaustion the trade-off is explicit. The small deficit is

$$\Delta-n\approx\frac{g\Delta}{N_c}N_De^{\beta E_D}.$$

Over a narrow range of $\beta$ around $\beta_0$, changing $E_D$ by $\delta E$ and multiplying $N_D$ by $e^{-\beta_0\delta E}$ leaves a relative change $e^{(\beta-\beta_0)\delta E}-1$ in a quantity that is itself small.

This is a practical loss of identifiability, not a structural one. For $E_D>0$, the root is simple and varies analytically with $T$, so two parameter sets that agree without error over an interval agree at every positive temperature. As $T\to\infty$, $n\to\Delta$, which fixes $\Delta$. As $T\to0$, the compensated law fixes $E_D$ from its exponential and $N_A$ from its prefactor. The uncompensated law cannot imitate it, because its prefactor varies as $\sqrt T$ instead of $T$. Finite noise is what removes the distinction.

## Where compensation becomes visible

Take the logarithm of the mass-action law and differentiate with respect to $\ln n$:

$$\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{\Delta-n}.$$

Let $s=d\ln n/d\ln K$ be the reciprocal. Without compensation the middle term is 1, so $s=1/[2+n/(\Delta-n)]<1/2$. With compensation, $s$ rises towards 1 on cooling. A value above one half is therefore a mark of compensation in this model. It cannot be read from a single Arrhenius slope, because $E_D$ is also unknown; the rest of the curve must constrain $E_D$.

To place the lowest temperature, choose a target $n=cN_A$ and insert it in the mass-action law:

$$K(T_{\min})=\frac{c(1+c)N_A^2}{\Delta-cN_A}.$$

This requires provisional values of $N_A$, $\Delta$ and $E_D$, so it is a planning formula to be revised after the first fit.

## The fit and its profiles

Independent Gaussian errors of standard deviation $\sigma$ in $\ln n$ give, up to a constant, $-2\ln L=\chi^2$, with

$$\chi^2=\sum_i r_i^2,\qquad r_i=\frac{\ln n(T_i)-\ln n_i^{\rm obs}}{\sigma}.$$

With $J$ the matrix of derivatives of $r$ and $H=J^TJ$, a damped Gauss–Newton step solves

$$[H+\lambda\,\mathrm{diag}(H)]\,\delta=-J^Tr .$$

A step that lowers $\chi^2$ is accepted and $\lambda$ is reduced; otherwise $\lambda$ is raised. The physical domain is $E_D\ge0$ and $N_A\ge0$. Several starting points are needed, because $\chi^2$ can have more than one local minimum.

A profile fixes one quantity, $\theta$, and minimises $\chi^2$ over the others. Near a regular minimum, let $a$ be the curvature entry of $H$ for $\theta$, $b$ its coupling to the other parameters $\nu$, and $B$ their block. The rise is

$$a\,\delta\theta^2+2\,\delta\theta\,b^T\delta\nu+\delta\nu^TB\,\delta\nu .$$

Its minimum is at $\delta\nu=-B^{-1}b\,\delta\theta$, which gives

$$\Delta\chi^2=(a-b^TB^{-1}b)\,\delta\theta^2=\frac{\delta\theta^2}{(H^{-1})_{\theta\theta}} .$$

In a linear model this is the square of a standard normal variable at the true value, so the 95% limit is $1.96^2\approx3.84$. An interval is open at a physical wall if the profile is still below this limit there.

To profile $N_D$, set $N_A=N_D-\Delta$. The derivative with respect to $\Delta$ then becomes $\partial n/\partial\Delta-\partial n/\partial N_A=(1+u)/G'$.

## Worked example

Densities are in units of $10^{10}$ cm$^{-2}$. The inputs are $N_D=10$, $N_A=3$, $E_D=50$ meV, $m=0.5\,m_e$ and $\sigma=0.04$, so $\Delta=7$.

At 300 K, $N_c=1080$ and $kT=25.85$ meV. Then $K=(1080/4)e^{-50/25.85}=39.0$, and the mass-action law becomes $n^2+42.0n-273=0$. Its root is $n=5.72$. The neutral fraction is $1-(5.72+3)/10=0.128$.

The two synthetic data sets have equal numbers of points and equal noise. Their 95% profile intervals are:

| Quantity | Input | 80–500 K | 300–500 K |
|---|---:|---:|---:|
| $\Delta$ | 7 | 6.8–7.2 | 6.5–10.4 |
| $N_A$ | 3 | 0.7–6.3 | 0 (open)–245 |
| $N_D$ | 10 | 7.7–13.4 | 6.5–255 |
| $E_D$ (meV) | 50 | 45–59 | 0 (open)–71 |

The full-range best fit has $N_D=8.2$, $N_A=1.3$ and $E_D=56$ meV. Compensation is off by more than half of its true value, yet the truth lies inside the interval. Here even good coverage of freeze-out leaves $N_A$ the least certain parameter in relative terms.

The hot best fit lies on the wall $E_D=0$, with $\Delta=8.50$ and $N_A=135$. Its mass-action constant is $K=1080/4=270$ at 300 K and 450 at 500 K. The quadratic then gives $n=5.59$ and 6.47, against true values of 5.72 and 6.55. These differ by 2% and 1% of the true densities, less than the noise of one point, although the fitted $N_A$ is 45 times too large.

The finite hot interval for $N_D$ needs care. At its lower end the other parameters have moved to $N_A=0$; at its upper end, to $E_D=0$. Requiring $E_D\ge20$ meV lowers the upper end from 255 to 69. That limit is therefore set largely by the assumed domain. The upper end for $\Delta$ depends on it too: the same requirement lowers it from 10.4 to below 8.5.

## How cold, or how precise

The next comparison uses noise-free densities, holds the number of points at fifteen and $\sigma$ at 0.04, and changes the lowest temperature. The entries are the rises in $\chi^2$ when a parameter is forced to zero.

| Lowest $T$ (K) | $E_D=0$ | $N_A=0$ |
|---:|---:|---:|
| 300 | 0.25 | 0.00 |
| 250 | 1.6 | 0.01 |
| 200 | 11 | 0.01 |
| 150 | 84 | 0.34 |
| 100 | 1129 | 33 |
| 80 | 4140 | 166 |

Data down to 200 K establish a nonzero binding energy but say almost nothing about whether compensation exists. The slope formula shows why. At 150 K the mass-action law gives $n=2.4$, hence $s=1/(1+0.44+0.52)=0.51$, barely above the uncompensated bound. At 100 K, $n=0.50$ and $s=1/(1+0.14+0.08)=0.82$. As the window is extended downwards, $N_A=0$ becomes excluded at 95% when the lowest temperature lies between 130 and 120 K, where $n$ is about half of $N_A$. At 100 K, where $n\approx N_A/6$, the exclusion is strong.

Greater precision can replace some of the missing range. Since noise-free $\Delta\chi^2$ scales as $1/\sigma^2$, hot data would exclude $E_D=0$ when $\sigma<0.04\sqrt{0.25/3.84}\approx0.010$. Excluding $N_A=0$ is much harder: its entry is about 0.002 before rounding, so $\sigma$ would have to be below about 0.0009.

Repeated noise gives the same verdict. In 80 hot sets, $N_A=0$ was never excluded, and $E_D=0$ was allowed in 99%. In 200 full-range sets, $N_A=0$ was excluded every time. The nominal 95% regions contained the true $E_D$ in 97% of full-range sets and in all 80 hot sets, so the hot regions are conservative in this example.

## Why a standard error is not enough

For the full range, the curvature formula gives standard errors of 2.3 for $N_A$ and 5.1 meV for $E_D$. The scatter over the 200 repeated fits was smaller, 1.4 and 3.4 meV. At one tenth of the noise the scatter was 0.25 and 0.60 meV, against curvature predictions of 0.23 and 0.51 meV; a test required agreement within 25%.

At the working noise the profile is far from quadratic. With noise-free data, $\Delta\chi^2$ is 166, 0.37, 0.63 and 2.9 at $N_A=0$, 1.5, 4.5 and 6. The valley is shallow around the true value of 3 and steep near zero. The curvature at the minimum therefore does not describe the profile over the width of the interval. For hot data the curvature error in $E_D$ is 174 meV, which signals trouble but gives no usable interval.

## Relation to real MoS$_2$

The parameters describe lightly doped monolayer MoS$_2$ surrounded by a high-permittivity dielectric, and all are rough. The donor density, $10^{11}$ cm$^{-2}$, is chosen low. With $N_D=10^{12}$ cm$^{-2}$ and the same $E_D$, $K$ at 300 K would be smaller than $N_D$, so room temperature would no longer be near exhaustion. For an effective permittivity of 23, the static two-dimensional hydrogen model gives a binding energy of $4\times13.6\times0.5/23^2$ eV, or 51 meV. That model omits the layer itself, and even the sign of the correction depends on how the layer is described. A polarisable sheet of zero thickness, with a screening length near 4 nm, weakens the attraction at short range and lowers the binding to 36–39 meV. That picture suits a layer more polarisable than its surroundings, whereas the permittivity of MoS$_2$, roughly 15 in plane and 6 out of plane, is below 23. A slab about 0.6 nm thick that displaces the dielectric strengthens the attraction instead, giving about 57 meV for an isotropic permittivity of 15 and about 90 meV for the anisotropic values. The input of 50 meV is therefore illustrative. Using the static permittivity also assumes that the lattice polarisation of the dielectric follows the electron. This is doubtful when the binding energy is comparable with the phonon energies, and the true binding may then be stronger. A weaker dielectric would also bind the donor more strongly and move freeze-out upwards.

Real donors break the assumption of a single fourfold level, and the fit can hide this. Noise-free data generated with the second hydrogenic shell included, then fitted without it, give $N_D=7.8$, $N_A=1.3$ and $E_D=55$ meV, with $\chi^2=0.8$. Fitting the original noise-free data with $g=2$ gives 7.1, 0.4 and 67 meV, with $\chi^2=1.4$. Neither misfit would be noticed at 4% noise, so these biases must be added to the statistical uncertainty. Higher shells enlarge the first one: with the third shell also included in the data, the fitted $N_D$ falls to about 6.9 and $\chi^2$ rises to 3.2.

Higher valleys matter less. They hold about 2% as many carriers as the main ones at 500 K, for an assumed separation of 0.2 eV. Disorder is not negligible at the cold end: two charges at the mean donor spacing interact with about 2 meV, and the potential of many randomly placed charges has a typical spread of about half of $kT=6.9$ meV at 80 K if the partly ionised donors screen it over about 80 nm, and of about $kT$ if only the free carriers do. A conduction-band spin splitting of 3 meV lowers $N_c$ by 18% at 80 K, but cancels from $K$ if the donor states split equally. Hopping and a spread of donor levels are not included, and both could matter at the cold end, where the density is near $10^9$ cm$^{-2}$. The parameter $N_A$ also absorbs fixed substrate charge; if that charge is net positive, the wall $N_A\ge0$ is wrong.

## Guidance

1. Extend the temperature list downwards until $n$ is several times smaller than the provisional $N_A$, provided that band conduction still dominates there. Keep some hot points as well, since they tighten the bound on $\Delta$.
2. Profile every reported parameter, and state whether each end is a crossing or a wall. Also check whether a crossing moves when a wall is moved.
3. If cold data are missing, report $\Delta$ and the upper limit on $E_D$, with the assumed domain and donor degeneracy. In the example this limit rises from 71 to 85 meV if $g=2$ is assumed, and to 91 meV if $g=4$ is kept but $N_A$ may fall to $-3$. Do not report the best-fit $N_A$ or $N_D$ as a measurement.
4. Repeat the fit with other plausible donor degeneracies. A low $\chi^2$ does not select among them here.

The remaining profile values and the synthetic data are in the numerical output below.

## Numbers as computed

```
Densities in 1e10 cm^-2 unless another unit is shown
Input N_D=10.0, N_A=3.0, E_D=50 meV
Mass=0.5 m_e, log noise=0.040, N_c(300 K)=1079.9
Full T[K]:n 80.0:0.113 110.0:0.829 140.0:1.974 170.0:3.038 200.0:4.003
Full T[K]:n 230.0:4.580 260.0:5.276 290.0:5.932 320.0:5.770 350.0:5.929
Full T[K]:n 380.0:6.348 410.0:6.429 440.0:6.454 470.0:6.260 500.0:6.547
Hot T[K]:n 300.0:5.880 314.3:5.535 328.6:5.838 342.9:5.595 357.1:5.810
Hot T[K]:n 371.4:5.748 385.7:6.190 400.0:5.992 414.3:6.421 428.6:6.436
Hot T[K]:n 442.9:6.386 457.1:5.850 471.4:6.362 485.7:6.516 500.0:6.585
Full neutral donor fraction, cold/hot end: 0.689/0.045
Full sensitivity ratio, ends: 2.21/4.51 meV per density unit
Hot neutral donor fraction, cold/hot end: 0.128/0.045
Hot sensitivity ratio, ends: 2.97/4.51 meV per density unit
Full best: delta=6.96, N_A=1.26, N_D=8.23, E_D=55.58 meV, chi2=4.60
Full 95% delta: 6.76 to 7.19
Full 95% N_A: 0.66 to 6.29
Full 95% N_D: 7.65 to 13.43
Full 95% E_D: 44.84 to 59.40 meV
Hot best: delta=8.50, N_A=134.85, N_D=143.35, E_D=0.00 meV, chi2=11.08
Hot 95% delta: 6.51 to 10.39
Hot 95% N_A: 0.00(open) to 244.59
Hot 95% N_D: 6.51 to 254.98
Hot 95% E_D: 0.00(open) to 70.70 meV
Full dchi2 at E_D=0,20,40,60,80,100 meV: 4104.56 757.17 23.93 5.58 795.26 4993.78
Full dchi2 at N_D=8,10,15,30,100: 0.29 0.99 7.25 73.14 381.87
Hot dchi2 at E_D=0,20,40,60,80,100 meV: -0.00 0.57 1.08 1.44 13.34 79.50
Hot dchi2 at N_D=8,10,15,30,100: 1.40 1.30 1.11 0.74 0.15
Hot N_D lower end: N_A=0.000, E_D=50.24 meV
Hot N_D upper end: N_A=244.59, E_D=0.00 meV
Hot N_D upper end if E_D>=20 meV: 68.73
Noise-free, Tmin=300 K: dchi2(E_D=0)=0.25, dchi2(N_A=0)=0.00
Noise-free, Tmin=250 K: dchi2(E_D=0)=1.61, dchi2(N_A=0)=0.01
Noise-free, Tmin=200 K: dchi2(E_D=0)=10.63, dchi2(N_A=0)=0.01
Noise-free, Tmin=150 K: dchi2(E_D=0)=84.34, dchi2(N_A=0)=0.34
Noise-free, Tmin=100 K: dchi2(E_D=0)=1128.75, dchi2(N_A=0)=32.52
Noise-free, Tmin=80 K: dchi2(E_D=0)=4140.31, dchi2(N_A=0)=165.57
Hot log noise needed to exclude E_D=0: 0.0103
Noise-free full dchi2 at N_A=0,1.5,4.5,6: 165.57 0.37 0.63 2.89
Full curvature errors: delta=0.13, N_A=2.28, E_D=5.12 meV
Hot curvature errors: delta=1.49, N_A=67.83, E_D=174.42 meV
Full repeat scatter, 200 sets: N_A=1.42, E_D=3.41 meV
Same at noise 0.004: N_A=0.251, E_D=0.595 meV
Coverage: full E_D=0.970, full N_A=0.960, hot E_D=1.000
Hot sets (of 80) not excluding E_D=0: 0.988
Fraction not excluding N_A=0: full=0.000, hot=1.000
Excited-state data: N_D=7.75, N_A=1.32, E_D=54.78 meV, chi2=0.77
Refit with g=2: N_D=7.07, N_A=0.39, E_D=66.94 meV, chi2=1.40
Rough kappa=23: 2D hydrogenic E=51.4 meV, decay length=1.22 nm
Donor spacing=31.6 nm, disorder energy=1.98 meV
Q/K carriers at 500 K (rough 0.2 eV, 0.8 m_e): 0.0231
N_c factor at 80 K for rough 3 meV spin splitting: 0.824
Intrinsic density at 500 K, rough 2 eV gap: 1.5e+03 cm^-2; max n/N_c=0.0058
```
